# Optimal NOON-State Photon Number at 90 Percent Transmission in Both Arms: a program that tests the result

```python
"""
Result under test: a NOON state (|N,0>+|0,N>)/sqrt(2), with phase phi in one
arm and power transmission eta in both arms, has Fisher information
F = N^2 eta^N. Per input photon, F/N = N eta^N, and at eta = 0.9 the values
N = 9 and N = 10 tie for the maximum.
Symbols: N photons per shot, eta transmission, phi phase (rad), F information
(rad^-2), t film step height, n refractive index, lambda vacuum wavelength.
The density matrix is built from photon-loss Kraus operators, without use of F.
"""
from fractions import Fraction
import numpy as np
from scipy.linalg import expm
from scipy.special import comb


def output_basis(N):
    return [(a, b) for a in range(N + 1) for b in range(N + 1 - a)]


def loss_operators(N, eta_a, eta_b):
    basis = output_basis(N)
    index = {state: i for i, state in enumerate(basis)}
    K = np.zeros((len(basis), len(basis), N + 1))
    for k, (la, lb) in enumerate(basis):
        for a in range(la, N - lb + 1):
            b = N - a
            pa = comb(a, la) * eta_a**(a - la) * (1 - eta_a)**la
            pb = comb(b, lb) * eta_b**(b - lb) * (1 - eta_b)**lb
            K[k, index[(a - la, b - lb)], a] = np.sqrt(pa * pb)
    return K


def noon(N):
    psi = np.zeros(N + 1, dtype=complex)
    psi[0] = psi[N] = np.sqrt(0.5)
    return psi


def lossy_state(K, psi, phi=0.0):
    number = np.arange(len(psi))
    shifted = np.exp(1j * number * phi) * psi
    V = K @ shifted
    W = K @ (1j * number * shifted)
    rho = V.T @ V.conj()
    X = W.T @ V.conj()
    return rho, X + X.conj().T


def information_and_sld(rho, drho):
    weights, vectors = np.linalg.eigh(rho)
    D = vectors.conj().T @ drho @ vectors
    sums = weights[:, None] + weights[None, :]
    L = np.zeros_like(D)
    np.divide(2 * D, sums, out=L, where=sums > 1e-11)
    F = float(np.real(np.sum(D.conj() * L)))
    return F, vectors @ L @ vectors.conj().T


def noon_information(N, eta_a, eta_b):
    K = loss_operators(N, eta_a, eta_b)
    return information_and_sld(*lossy_state(K, noon(N)))[0]


def beam_splitter(N):
    basis = output_basis(N)
    index = {state: i for i, state in enumerate(basis)}
    H = np.zeros((len(basis), len(basis)))
    for (a, b), i in index.items():
        if b > 0:
            j = index[(a + 1, b - 1)]
            H[i, j] = H[j, i] = np.sqrt((a + 1) * b)
    return expm(-0.25j * np.pi * H)


def count_probabilities(K, U, N, phi):
    rho = lossy_state(K, noon(N), phi)[0]
    return np.real(np.diag(U @ rho @ U.conj().T))


def classical_information(p, dp):
    keep = p > 1e-13
    return float(np.sum(dp[keep]**2 / p[keep]))


def steepest_phase(N):
    return np.pi / (2 * N) if N % 2 == 0 else 0.0


eta = 0.9
N_values = np.arange(1, 15)

# Quantum information from diagonalization, and its integer maximum.
F_quantum = np.array([noon_information(int(N), eta, eta) for N in N_values])
assert np.allclose(F_quantum, N_values**2 * eta**N_values, rtol=1e-8)
per_photon = F_quantum / N_values
best = per_photon.max()
winners = [int(N) for N, g in zip(N_values, per_photon) if g > best * (1 - 1e-8)]
assert winners == [9, 10]
exact_eta = Fraction(9, 10)
exact_values = {N: N * exact_eta**N for N in range(1, 101)}
exact_best = max(exact_values.values())
assert [N for N, g in exact_values.items() if g == exact_best] == [9, 10]

# The tie condition at another transmission, and uniqueness between ties.
def numerical_winners(transmission, last=12):
    g = np.array([noon_information(N, transmission, transmission) / N
                  for N in range(1, last + 1)])
    return [i + 1 for i in range(last) if g[i] > g.max() * (1 - 1e-8)]


assert numerical_winners(0.8) == [4, 5]
assert numerical_winners(0.895) == [9]
assert numerical_winners(0.905) == [10]

# Unequal arms.
def unequal_formula(N, ea, eb):
    return 2 * N**2 * ea**N * eb**N / (ea**N + eb**N)


for N, ea, eb in [(3, 0.95, 0.7), (6, 0.98, 0.85), (9, 0.91, 0.89)]:
    assert np.isclose(noon_information(N, ea, eb),
                      unequal_formula(N, ea, eb), rtol=1e-8)
uneven = {N: noon_information(N, 0.91, 0.89) / N for N in range(7, 13)}
assert max(uneven, key=uneven.get) == 9

# Explicit photon counting, with and without knowledge of the total count.
parity_per_photon = []
step = 1e-5
for N in range(1, 13):
    K, U = loss_operators(N, eta, eta), beam_splitter(N)
    signs = np.array([(-1)**a for a, b in output_basis(N)])
    for phi in (0.7 / N, steepest_phase(N)):
        p = count_probabilities(K, U, N, phi)
        dp = (count_probabilities(K, U, N, phi + step)
              - count_probabilities(K, U, N, phi - step)) / (2 * step)
        assert np.isclose(classical_information(p, dp), F_quantum[N - 1], rtol=1e-5)
    grouped_p = np.array([p[signs == s].sum() for s in (1, -1)])
    grouped_dp = np.array([dp[signs == s].sum() for s in (1, -1)])
    F_parity = classical_information(grouped_p, grouped_dp)
    formula = N**2 * eta**(2 * N) / (1 - (1 - eta)**(2 * N))
    assert np.isclose(F_parity, formula, rtol=1e-5)
    parity_per_photon.append(F_parity / N)
parity_winner = int(np.argmax(parity_per_photon)) + 1
assert parity_winner == 5

# Gaussian phase jitter, averaged over the density matrix.
jitter = 0.05
nodes, node_weights = np.polynomial.hermite_e.hermegauss(24)
node_weights = node_weights / node_weights.sum()
jitter_per_photon = []
for N in range(1, 13):
    K = loss_operators(N, eta, eta)
    rho, drho = 0, 0
    for x, w in zip(nodes, node_weights):
        r, d = lossy_state(K, noon(N), jitter * x)
        rho, drho = rho + w * r, drho + w * d
    F = information_and_sld(rho, drho)[0]
    assert np.isclose(F, N**2 * eta**N * np.exp(-(N * jitter)**2), rtol=1e-7)
    jitter_per_photon.append(F / N)
jitter_winner = int(np.argmax(jitter_per_photon)) + 1
assert jitter_winner < 9

# Search over all ten-photon two-mode inputs by alternating maximization.
N_search = 10
K = loss_operators(N_search, eta, eta)
G = np.diag(np.arange(N_search + 1))
psi = np.ones(N_search + 1, dtype=complex) / np.sqrt(N_search + 1)
F_search = 0.0
for _ in range(200):
    F_now, L = information_and_sld(*lossy_state(K, psi))
    F_search = max(F_search, F_now)
    LK = L @ K
    A = np.tensordot(K, LK, axes=([0, 1], [0, 1]))
    B = np.tensordot(K, L @ LK, axes=([0, 1], [0, 1]))
    M = 2j * (A @ G - G @ A) - B
    psi = np.linalg.eigh((M + M.conj().T) / 2)[1][:, -1]
assert F_search > F_quantum[N_search - 1] * 1.001

# Film-step example and a simulated counting experiment.
wavelength, refractive_index, height = 810.0, 1.45, 100.0  # nm, 1, nm
budget = 90000
nm_per_rad = wavelength / (2 * np.pi * (refractive_index - 1))
film_phase = height / nm_per_rad
sigma_phase = 1 / np.sqrt(budget * best)
sigma_single = 1 / np.sqrt(budget * per_photon[0])
rng = np.random.default_rng(12345)
simulated = {}
for N in (9, 10):
    shots = budget // N
    K, U = loss_operators(N, eta, eta), beam_splitter(N)
    p = np.clip(count_probabilities(K, U, N, steepest_phase(N)), 0, None)
    counts = rng.multinomial(shots, p / p.sum(), size=4000)
    basis = output_basis(N)
    survive = np.array([a + b == N for a, b in basis])
    signs = np.array([(-1)**a for a, b in basis])
    contrast = (counts[:, survive] @ signs[survive]) / counts[:, survive].sum(axis=1)
    estimates = np.arcsin(contrast) / N
    simulated[N] = estimates.std()
    assert abs(simulated[N] / sigma_phase - 1) < 0.05  # sampling error near 1%
    assert abs(estimates.mean()) < 5 * sigma_phase / np.sqrt(4000)

# Sizes of effects outside the ideal model.
reflectance = ((refractive_index - 1) / (refractive_index + 1))**2
plate_transmission = (1 - reflectance)**2
delta = np.linspace(0, np.pi, 20001)
ripple = -np.angle(1 - reflectance * np.exp(2j * delta))
etalon_phase = np.ptp(ripple)
assert np.isclose(etalon_phase, 2 * np.arcsin(reflectance), rtol=1e-5)
index_error = 0.001
index_height_error = height * index_error / (refractive_index - 1)
bandwidth = 1.0  # nm
bandwidth_phase = film_phase * bandwidth / wavelength
extra_efficiency = 0.95
extra_winners = numerical_winners(eta * extra_efficiency)

print(f"Transmission of each arm: {eta:.2f}")
print(f"Continuous maximum -1/ln(eta): {-1 / np.log(eta):.3f} photons")
for N in (1, 5, 7, 8, 9, 10, 11, 12):
    print(f"N={N:2d}: survival {eta**N:.4f}, F {F_quantum[N-1]:.4f} rad^-2, "
          f"F/N {per_photon[N-1]:.6f} rad^-2")
print(f"Photon numbers that tie: {winners[0]} and {winners[1]}")
print(f"Exact common F/N: {float(exact_best):.9f} rad^-2")
print(f"Gain in F/N over N=1: {best / per_photon[0]:.3f}")
print(f"Winner at eta=0.895: {numerical_winners(0.895)[0]} photons")
print(f"Winner at eta=0.905: {numerical_winners(0.905)[0]} photons")
print(f"Tie at eta=0.800: {numerical_winners(0.8)} photons")
print(f"Arms 0.91/0.89, N=9: F/N {uneven[9]:.5f} rad^-2")
print(f"Arms 0.91/0.89, N=10: F/N {uneven[10]:.5f} rad^-2")
print(f"Parity only, best N: {parity_winner} photons")
print(f"Parity only, best F/N: {max(parity_per_photon):.4f} rad^-2")
print(f"Better 10-photon state found: F {F_search:.3f} rad^-2")
print(f"Better 10-photon state found: F/N {F_search / N_search:.4f} rad^-2")
print(f"Wavelength: {wavelength:.0f} nm; index: {refractive_index:.2f}")
print(f"Step height: {height:.0f} nm; phase: {film_phase:.4f} rad")
print(f"Height per unit phase: {nm_per_rad:.2f} nm/rad")
print(f"Photon budget: {budget}; shots: {budget//9} (N=9), {budget//10} (N=10)")
print(f"Mean surviving shots: {budget//9*eta**9:.0f} (N=9), "
      f"{budget//10*eta**10:.0f} (N=10)")
print(f"Phase standard error, N=9 or 10: {1e3*sigma_phase:.4f} mrad")
print(f"Simulated standard error, N=9: {1e3*simulated[9]:.4f} mrad")
print(f"Simulated standard error, N=10: {1e3*simulated[10]:.4f} mrad")
print(f"Height standard error, N=9 or 10: {sigma_phase*nm_per_rad:.4f} nm")
print(f"Phase standard error, N=1: {1e3*sigma_single:.4f} mrad")
print(f"Height standard error, N=1: {sigma_single*nm_per_rad:.4f} nm")
for N in (9, 10):
    print(f"Height period of fringe, N={N}: {2*np.pi*nm_per_rad/N:.1f} nm")
print(f"Surface reflectance: {reflectance:.4f}")
print(f"Two-surface plate transmission: {plate_transmission:.4f}")
print(f"Transmission left for other parts: {eta/plate_transmission:.4f}")
print(f"Parallel-plate phase error bound: {1e3*etalon_phase:.2f} mrad")
print(f"Parallel-plate height error bound: {etalon_phase*nm_per_rad:.2f} nm")
print(f"Index error {index_error:.3f} gives height error: {index_height_error:.3f} nm")
print(f"Bandwidth {bandwidth:.1f} nm gives phase spread: {1e3*bandwidth_phase:.3f} mrad")
print(f"Extra efficiency {extra_efficiency:.2f}: total eta {eta*extra_efficiency:.3f}, "
      f"best N {extra_winners[0]}")
print(f"Phase jitter {1e3*jitter:.0f} mrad rms: best N {jitter_winner}")
print(f"Best F/N with that jitter: {max(jitter_per_photon):.4f} rad^-2")
print(f"F/N with that jitter: {jitter_per_photon[8]:.4f} (N=9), "
      f"{jitter_per_photon[9]:.4f} (N=10) rad^-2")
print("PASS")
```

Printed output:

```
Transmission of each arm: 0.90
Continuous maximum -1/ln(eta): 9.491 photons
N= 1: survival 0.9000, F 0.9000 rad^-2, F/N 0.900000 rad^-2
N= 5: survival 0.5905, F 14.7623 rad^-2, F/N 2.952450 rad^-2
N= 7: survival 0.4783, F 23.4365 rad^-2, F/N 3.348078 rad^-2
N= 8: survival 0.4305, F 27.5499 rad^-2, F/N 3.443738 rad^-2
N= 9: survival 0.3874, F 31.3811 rad^-2, F/N 3.486784 rad^-2
N=10: survival 0.3487, F 34.8678 rad^-2, F/N 3.486784 rad^-2
N=11: survival 0.3138, F 37.9711 rad^-2, F/N 3.451917 rad^-2
N=12: survival 0.2824, F 40.6699 rad^-2, F/N 3.389154 rad^-2
Photon numbers that tie: 9 and 10
Exact common F/N: 3.486784401 rad^-2
Gain in F/N over N=1: 3.874
Winner at eta=0.895: 9 photons
Winner at eta=0.905: 10 photons
Tie at eta=0.800: [4, 5] photons
Arms 0.91/0.89, N=9: F/N 3.46749 rad^-2
Arms 0.91/0.89, N=10: F/N 3.46323 rad^-2
Parity only, best N: 5 photons
Parity only, best F/N: 1.7434 rad^-2
Better 10-photon state found: F 36.014 rad^-2
Better 10-photon state found: F/N 3.6014 rad^-2
Wavelength: 810 nm; index: 1.45
Step height: 100 nm; phase: 0.3491 rad
Height per unit phase: 286.48 nm/rad
Photon budget: 90000; shots: 10000 (N=9), 9000 (N=10)
Mean surviving shots: 3874 (N=9), 3138 (N=10)
Phase standard error, N=9 or 10: 1.7851 mrad
Simulated standard error, N=9: 1.7532 mrad
Simulated standard error, N=10: 1.7761 mrad
Height standard error, N=9 or 10: 0.5114 nm
Phase standard error, N=1: 3.5136 mrad
Height standard error, N=1: 1.0066 nm
Height period of fringe, N=9: 200.0 nm
Height period of fringe, N=10: 180.0 nm
Surface reflectance: 0.0337
Two-surface plate transmission: 0.9337
Transmission left for other parts: 0.9639
Parallel-plate phase error bound: 67.48 mrad
Parallel-plate height error bound: 19.33 nm
Index error 0.001 gives height error: 0.222 nm
Bandwidth 1.0 nm gives phase spread: 0.431 mrad
Extra efficiency 0.95: total eta 0.855, best N 6
Phase jitter 50 mrad rms: best N 7
Best F/N with that jitter: 2.9621 rad^-2
F/N with that jitter: 2.8476 (N=9), 2.7155 (N=10) rad^-2
PASS
```
